# What the Transfer-Length Intercept Measures When Contacts Are Alloyed: a numerical check

```python
# Result under test: the gap-axis intercept of a transfer-length measurement is
#   Lx = 2 k LT coth(L/LT),  k = Rsk/Rsh,  LT = sqrt(rho_c/Rsk),
# and not 2 LT, when the sheet resistance Rsk beneath the contacts differs from
# Rsh in the gaps. L: contact length, W: width, rho_c: contact resistivity.
# Internal units: micrometre and ohm; 1 ohm um^2 = 1e-8 ohm cm^2.
# The reference side is a resistor network made from local Ohm's law.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

R_SHEET, R_UNDER, RHO_C = 400.0, 100.0, 100.0
LENGTH, WIDTH, THICK = 3.0, 100.0, 0.2
GAPS = np.array([2.0, 4.0, 8.0, 16.0])
END_GAP = 2.0
TO_CM2 = 1e-8


def coth(x):
    return 1.0 / np.tanh(x)


def measure(gap, under=R_UNDER, rho=RHO_C, length=LENGTH, spread=0.0,
            layers=1, dead=0):
    """Current from contact 1 to 2, contact 3 floating.
    Returns the total resistance and the end resistance in ohm.
    dead: number of top layers that are depleted in unalloyed columns."""
    dx = 0.01 if layers == 1 else 0.02
    dz = THICK / layers
    parts = np.rint(np.array([length, gap, length, END_GAP, length]) / dx)
    # metal nodes: 0 = contact 1, 1 = contact 3, 2 = contact 2 (grounded)
    owner = np.repeat([0, -1, 2, -1, 1], parts.astype(int))
    n = owner.size
    reach = int(round(spread / dx))
    covered = (owner >= 0).astype(int)
    alloyed = np.convolve(covered, np.ones(2 * reach + 1, int), "same") > 0
    sheet = np.where(alloyed, under, R_SHEET)
    live = np.where(alloyed, layers, layers - dead)
    res = np.tile(sheet * live * dz, (layers, 1))  # resistivity, ohm um
    if dead:
        res[layers - dead:, ~alloyed] *= 1e6
    node = np.arange(layers * n).reshape(layers, n)
    g_side = dz / (0.5 * dx * (res[:, 1:] + res[:, :-1]))
    g_up = dx / (0.5 * dz * (res[1:] + res[:-1]))
    cols = np.flatnonzero(owner >= 0)
    half_cell = 0.5 * dz * res[-1, cols] if layers > 1 else 0.0
    g_metal = dx / (rho + half_cell + np.zeros(cols.size))
    a = np.concatenate([node[:, :-1].ravel(), node[:-1].ravel(),
                        node[-1, cols]])
    b = np.concatenate([node[:, 1:].ravel(), node[1:].ravel(),
                        layers * n + owner[cols]])
    g = np.concatenate([g_side.ravel(), g_up.ravel(), g_metal])
    size = layers * n + 3
    lap = coo_matrix((np.concatenate([g, g, -g, -g]),
                      (np.concatenate([a, b, a, b]),
                       np.concatenate([a, b, b, a]))),
                     shape=(size, size)).tocsc()
    current = np.zeros(size - 1)
    current[layers * n] = 1.0
    volt = spsolve(lap[:-1, :-1], current, permc_spec="MMD_AT_PLUS_A")
    return volt[layers * n] / WIDTH, volt[layers * n + 1] / WIDTH


def tlm(offset=0.0, **options):
    """Straight-line fit: intercept length, contact, end, sheet resistance.
    offset: true gap minus nominal gap."""
    data = np.array([measure(gap + offset, **options) for gap in GAPS])
    slope, at_zero = np.polyfit(GAPS, data[:, 0], 1)
    return at_zero / slope, at_zero / 2, data[0, 1], slope * WIDTH, data[:, 0]


def intercept_law(under=R_UNDER, rho=RHO_C, length=LENGTH, spread=0.0,
                  sheet=R_SHEET):
    lt = np.sqrt(rho / under)
    k = under / sheet
    return 2 * (k * lt * coth(length / lt) + (k - 1) * spread)


def recover(r_contact, r_end, length=LENGTH):
    """True LT, Rsk and rho_c from contact and end resistance."""
    lt = length / np.arccosh(r_contact / r_end)
    under = r_contact * WIDTH * np.tanh(length / lt) / lt
    return lt, under, under * lt**2


def close(x, y, tol):
    return abs(x / y - 1) < tol


# Intercept and apparent contact resistivity for k below, at and above one
scan = []
for under in (100.0, 400.0, 800.0):
    lx, rc, _, rs, _ = tlm(under=under)
    lt = np.sqrt(RHO_C / under)
    apparent = rs * (lx / 2)**2
    assert close(lx, intercept_law(under=under), 1e-3)
    assert close(apparent / RHO_C,
                 under / R_SHEET * coth(LENGTH / lt)**2, 2e-3)
    scan.append((under / R_SHEET, lt, lx, apparent / RHO_C))

# Accidental equality Lx = 2 LT when k = tanh(L/LT), here with LT = 1 um
k_accident = np.tanh(0.5)
lx_accident = tlm(under=k_accident * R_SHEET, rho=k_accident * R_SHEET,
                  length=0.5)[0]
assert close(lx_accident, 2.0, 1e-3)

# Long contacts: equal products rho_c*Rsk give the same line
twin_a = tlm(length=8.0)
twin_b = tlm(length=8.0, under=400.0, rho=25.0)
twin_gap = np.max(np.abs(twin_a[4] / twin_b[4] - 1))
assert twin_gap < 1e-3 and close(twin_a[0], twin_b[0], 1e-3)

# Main example and the end-resistance remedy
lx, rc, re, rs, line = tlm()
lt_true = np.sqrt(RHO_C / R_UNDER)
lt_naive = lx / 2
rho_naive = rs * lt_naive**2
assert close(rc, R_UNDER * lt_true / WIDTH * coth(LENGTH / lt_true), 1e-3)
assert close(re, R_UNDER * lt_true / WIDTH / np.sinh(LENGTH / lt_true), 1e-3)
lt_rec, under_rec, rho_rec = recover(rc, re)
assert close(lt_rec, lt_true, 1e-3)
assert close(under_rec, R_UNDER, 2e-3) and close(rho_rec, RHO_C, 2e-3)
re_naive = rs * lt_naive / WIDTH / np.sinh(LENGTH / lt_naive)
rho_end_error = recover(rc, 1.01 * re)[2] / rho_rec - 1

# Consequence for a contact shortened on the evidence of the naive length
SHORT = 0.75
rc_short = tlm(length=SHORT)[1]
rc_short_naive = rs * lt_naive / WIDTH * coth(SHORT / lt_naive)
assert close(rc_short, R_UNDER * lt_true / WIDTH * coth(SHORT / lt_true), 1e-3)

# Alloy reaching beyond the metal edges
SPREAD = 0.1
lx_spread, rc_spread, re_spread, _, _ = tlm(spread=SPREAD)
assert close(lx_spread, intercept_law(spread=SPREAD), 2e-3)
rho_spread = recover(rc_spread, re_spread)[2]

# Systematic gap error
GAP_ERROR = 0.05
lx_gap = tlm(offset=GAP_ERROR)[0]
assert abs(lx_gap - lx - GAP_ERROR) < 1e-4

# Vertical current in the film, then also a depleted surface in the gaps
lx_2d = tlm(layers=10)[0]
lt_thick = np.sqrt(lt_true**2 + THICK**2 / 3)
law_2d = 2 * R_UNDER / R_SHEET * lt_thick * coth(LENGTH / lt_thick)
assert close(lx_2d, law_2d, 3e-3)
angle = brentq(lambda y: y * np.tan(y) - (THICK / lt_true)**2, 1e-6, 1.5)
assert close(THICK / angle, lt_thick, 1e-3)
lx_depleted = tlm(layers=10, dead=3)[0]
assert abs(lx_depleted / lx - 1) < 0.05


def contact_with_metal(metal_sheet, cells=300):
    """Contact resistance when the metal is resistive and fed at its rear."""
    dx = LENGTH / cells
    mat = np.zeros((2 * cells, 2 * cells))

    def link(i, j, g):
        mat[i, i] += g
        mat[j, j] += g
        mat[i, j] -= g
        mat[j, i] -= g

    for i in range(cells):
        link(i, cells + i, dx / RHO_C)
        if i + 1 < cells:
            link(i, i + 1, 1 / (R_UNDER * dx))
            link(cells + i, cells + i + 1, 1 / (metal_sheet * dx))
    mat[-1, -1] += 2 / (metal_sheet * dx)
    source = np.zeros(2 * cells)
    source[0] = 1.0
    return (np.linalg.solve(mat, source)[0] + R_UNDER * dx / 2) / WIDTH


METAL = 0.1
metal_extra = contact_with_metal(METAL) - contact_with_metal(1e-5)
metal_bound = METAL * LENGTH / WIDTH
assert 0 < metal_extra < metal_bound

# Rough GaAs layer data: is 400 ohm/sq in the right regime?
DOPING, MOBILITY, PINNING, EPS_R = 3e17, 3500.0, 0.7, 12.9
depletion = np.sqrt(2 * EPS_R * const.epsilon_0 * PINNING
                    / (const.e * DOPING * 1e6))  # m
sheet_estimate = 1 / (const.e * DOPING * MOBILITY
                      * (THICK * 1e-4 - depletion * 100))
assert close(sheet_estimate, R_SHEET, 0.15)

# Test current: field, contact voltage, heating; hot use with larger Rsh
CURRENT, HEAT_COND = 1e-3, 0.46
field = CURRENT * R_SHEET / (WIDTH * 1e-4)
thermal_volt = const.k * 300 / const.e
side = np.sqrt(WIDTH * GAPS[-1]) * 1e-4
heating = CURRENT**2 * line[-1] / (2 * HEAT_COND * side)
lx_hot = intercept_law(sheet=1.2 * R_SHEET)
assert CURRENT * rc < 0.1 * thermal_volt and field < 300 and heating < 1

print(f"Rsh in gap, Rsk under metal: {R_SHEET:.0f}, {R_UNDER:.0f} ohm/sq")
print(f"rho_c true: {RHO_C * TO_CM2:.2e} ohm cm2")
print(f"L, W, film thickness: {LENGTH}, {WIDTH}, {THICK} um")
for gap, value in zip(GAPS, line):
    print(f"R at gap {gap:.0f} um: {value:.3f} ohm")
print(f"Rsh from slope: {rs:.2f} ohm/sq")
print(f"contact resistance Rc: {rc:.4f} ohm")
print(f"intercept length Lx: {lx:.4f} um")
print(f"true LT and 2 LT: {lt_true:.4f}, {2 * lt_true:.4f} um")
print(f"naive LT = Lx/2: {lt_naive:.4f} um")
print(f"naive rho_c: {rho_naive * TO_CM2:.3e} ohm cm2")
print(f"naive/true LT: {lt_naive / lt_true:.4f}")
print(f"naive/true rho_c: {rho_naive / RHO_C:.4f}")
for k, lt, lxk, ratio in scan:
    print(f"k={k:.2f}: LT {lt:.4f} um, Lx {lxk:.4f} um, rho ratio {ratio:.4f}")
print(f"accident k=tanh(0.5)={k_accident:.4f}, LT=1 um: Lx {lx_accident:.4f} um")
print(f"twin long contacts, largest line difference: {100 * twin_gap:.4f} %")
print(f"end resistance Re: {re:.5f} ohm")
print(f"Re expected from naive reading: {re_naive:.2e} ohm")
print(f"recovered LT: {lt_rec:.4f} um")
print(f"recovered Rsk: {under_rec:.2f} ohm/sq")
print(f"recovered rho_c: {rho_rec * TO_CM2:.3e} ohm cm2")
print(f"rho_c change for +1 % in Re: {100 * rho_end_error:.2f} %")
print(f"Rc of {SHORT} um contact, true: {rc_short:.3f} ohm")
print(f"Rc of {SHORT} um contact, naive: {rc_short_naive:.3f} ohm")
print("Neglected effects")
print(f"alloy spread {SPREAD} um per edge: Lx {lx_spread:.4f} um")
print(f"  remedy then gives rho_c: {rho_spread * TO_CM2:.3e} ohm cm2")
print(f"gap longer by {GAP_ERROR} um than nominal: Lx {lx_gap:.4f} um")
print(f"vertical current: Lx change {100 * (lx_2d / lx - 1):.2f} %")
print(f"  with depleted surface too: {100 * (lx_depleted / lx - 1):.2f} %")
print(f"metal sheet {METAL} ohm/sq: Rc change {100 * metal_extra / rc:.2f} %")
print(f"  upper bound: {100 * metal_bound / rc:.2f} %")
print(f"hot use, Rsh up 20 % alone: Lx {lx_hot:.4f} um")
print(f"rough doping, mobility: {DOPING:.0e} cm-3, {MOBILITY:.0f} cm2/Vs")
print(f"surface potential, permittivity: {PINNING} V, {EPS_R}")
print(f"surface depletion depth: {depletion * 1e9:.1f} nm")
print(f"Rsh estimated from layer data: {sheet_estimate:.0f} ohm/sq")
print(f"test current: {CURRENT * 1e3:.1f} mA; field in gap: {field:.0f} V/cm")
print(f"contact voltage: {CURRENT * rc * 1e3:.2f} mV")
print(f"end voltage: {CURRENT * re * 1e6:.1f} uV")
print(f"thermal voltage at 300 K: {thermal_volt * 1e3:.2f} mV")
print(f"self-heating at widest gap: {heating:.3f} K")
print("tests ok")
```

It prints:

```
Rsh in gap, Rsk under metal: 400, 100 ohm/sq
rho_c true: 1.00e-06 ohm cm2
L, W, film thickness: 3.0, 100.0, 0.2 um
R at gap 2 um: 10.010 ohm
R at gap 4 um: 18.010 ohm
R at gap 8 um: 34.010 ohm
R at gap 16 um: 66.010 ohm
Rsh from slope: 400.00 ohm/sq
contact resistance Rc: 1.0050 ohm
intercept length Lx: 0.5025 um
true LT and 2 LT: 1.0000, 2.0000 um
naive LT = Lx/2: 0.2512 um
naive rho_c: 2.525e-07 ohm cm2
naive/true LT: 0.2512
naive/true rho_c: 0.2525
k=0.25: LT 1.0000 um, Lx 0.5025 um, rho ratio 0.2525
k=1.00: LT 0.5000 um, Lx 1.0001 um, rho ratio 1.0001
k=2.00: LT 0.3536 um, Lx 1.4144 um, rho ratio 2.0004
accident k=tanh(0.5)=0.4621, LT=1 um: Lx 2.0000 um
twin long contacts, largest line difference: 0.0037 %
end resistance Re: 0.09982 ohm
Re expected from naive reading: 1.31e-05 ohm
recovered LT: 1.0000 um
recovered Rsk: 100.00 ohm/sq
recovered rho_c: 1.000e-06 ohm cm2
rho_c change for +1 % in Re: 0.32 %
Rc of 0.75 um contact, true: 1.574 ohm
Rc of 0.75 um contact, naive: 1.010 ohm
Neglected effects
alloy spread 0.1 um per edge: Lx 0.3525 um
  remedy then gives rho_c: 7.922e-07 ohm cm2
gap longer by 0.05 um than nominal: Lx 0.5525 um
vertical current: Lx change 0.68 %
  with depleted surface too: 3.38 %
metal sheet 0.1 ohm/sq: Rc change 0.17 %
  upper bound: 0.30 %
hot use, Rsh up 20 % alone: Lx 0.4187 um
rough doping, mobility: 3e+17 cm-3, 3500 cm2/Vs
surface potential, permittivity: 0.7 V, 12.9
surface depletion depth: 57.7 nm
Rsh estimated from layer data: 418 ohm/sq
test current: 1.0 mA; field in gap: 40 V/cm
contact voltage: 1.00 mV
end voltage: 99.8 uV
thermal voltage at 300 K: 25.85 mV
self-heating at widest gap: 0.018 K
tests ok
```
